**Random-phase trace estimation and a Kubo conductivity**

For a Hermitian matrix A and a vector r with independent, uniformly distributed phases, the estimator X = ⟨r|A|r⟩ has mean Tr A and variance equal to the sum of |A_ij|² over ordered pairs i ≠ j. The program asserts both results by enumerating equally spaced phases on small complex matrices, and also asserts the different variance for random signs, the halved variance for two vectors and the rule for non-Hermitian matrices. It then builds the Kubo–Greenwood trace Tr[JDJD] of a disordered one-band metal, where H is the Hamiltonian, J = i[H,x] and D is a Gaussian-broadened delta function of H. Sampling with 4000 vectors is asserted to agree with the predicted means and variances within five standard errors. The 990-site cell has a resistivity of about 135 µΩ cm and a one-vector error of about 21 %, so 436 phase vectors are needed for a 1 % error. The Kubo conductivity averaged over four disorder samples is asserted to lie within 30 % of a Boltzmann estimate; the output puts it 26 % lower. Free surfaces change the conductivity by 38 %, the largest of the neglected effects that the program sizes.

## Program and output

```python
"""Random-phase stochastic trace estimation, tested on small matrices and a Kubo trace.

Result under test: for Hermitian A and r_j = exp(i theta_j), theta_j independent and
uniform, X = <r|A|r> has mean Tr A and variance sum_{i != j} |A_ij|^2.
Symbols: H Hamiltonian (eV), x position (nm), J = i[H,x] (eV nm) = hbar * velocity,
D = Gaussian-broadened delta(E-H) (1/eV), volume in nm^3.
Kubo-Greenwood conductivity with two spins: 2 pi e^2/(hbar volume) Tr[J D J D].
For real H, J = i K with K real and antisymmetric, so J D J = K D K^T.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

rng = np.random.default_rng(12345)


def off_diagonal_sum(matrix):
    return np.sum(np.abs(matrix - np.diag(np.diag(matrix)))**2)


def all_outcomes(matrix, points):
    """X for every combination of equally spaced phases, all equally likely."""
    n = len(matrix)
    index = np.indices((points,) * n).reshape(n, -1)
    z = np.exp(2j * np.pi * index / points)
    return np.sum(z.conj() * (matrix @ z), axis=0)


# ---------- exact averages on small matrices ----------
# X^2 has degree at most 2 in each angle: 3 or more points integrate it exactly.
general = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
hermitian = (general + general.conj().T) / 2
for points in (3, 7):
    X = all_outcomes(hermitian, points)
    assert np.max(np.abs(X.imag)) < 1e-11
    assert abs(X.mean() - np.trace(hermitian)) < 1e-10
    assert abs(X.real.var() - off_diagonal_sum(hermitian)) < 1e-9
    X = all_outcomes(general, points)
    assert abs(X.mean() - np.trace(general)) < 1e-10
    assert abs(X.real.var() - off_diagonal_sum(hermitian)) < 1e-9
X = all_outcomes(hermitian, 2)
assert abs(X.mean() - np.trace(hermitian)) < 1e-10
assert abs(X.real.var() - 2 * off_diagonal_sum(hermitian.real)) < 1e-9

hand = np.array([[2, 1 + 1j, 0.5], [1 - 1j, 1, 2j], [0.5, -2j, 3]])
hand_phase = all_outcomes(hand, 3).real
hand_sign = all_outcomes(hand, 2).real
hand_pair = (hand_phase[:, None] + hand_phase[None, :]) / 2
assert abs(hand_phase.var() - off_diagonal_sum(hand)) < 1e-10
assert abs(hand_pair.var() - off_diagonal_sum(hand) / 2) < 1e-10
# The same matrix in its eigenbasis: same trace, no noise.
eigenvectors = eigh(hand)[1]
rotated = eigenvectors.conj().T @ hand @ eigenvectors
hand_rotated = all_outcomes(rotated, 3).real
assert abs(hand_rotated.mean() - hand_phase.mean()) < 1e-10
assert hand_rotated.var() < 1e-20

# ---------- disordered metal ----------
spacing = 0.25        # nm
hopping = 1.0         # eV
disorder = 3.0        # eV, full width of uniform site energies
width = 0.1           # eV, standard deviation of the Gaussian delta function
temperature = 378.0   # K
coupling = 0.5        # rough electron-phonon coupling constant
shape = (11, 10, 9)
kT = const.k * temperature / const.e
e2_over_hbar = const.e**2 / const.hbar


def lattice(shape, site_energies, open_z=False):
    n = int(np.prod(shape))
    sites = np.arange(n).reshape(shape)
    H = np.diag(np.asarray(site_energies, dtype=float))
    K = np.zeros((n, n))
    for axis in range(3):
        start, end = sites, np.roll(sites, -1, axis=axis)
        if axis == 2 and open_z:
            start, end = start[:, :, :-1], end[:, :, :-1]
        p, q = start.ravel(), end.ravel()
        H[p, q] = H[q, p] = -hopping
        if axis == 0:
            K[q, p] = hopping * spacing
            K[p, q] = -hopping * spacing
    return H, K


def gaussian(energy, s):
    return np.exp(-energy**2 / (2 * s**2)) / (np.sqrt(2 * np.pi) * s)


def solve(shape, site_energies, open_z=False):
    H, K = lattice(shape, site_energies, open_z)
    levels, U = eigh(H)
    return levels, U, K, (U.T @ K @ U)**2


def prefactor(n):
    """Converts the trace in nm^2 to a conductivity in S/m."""
    return 2 * np.pi * e2_over_hbar / (n * spacing**3) * 1e9


def conductivity(levels, J_squared, energy=0.0, s=width):
    g = gaussian(energy - levels, s)
    return prefactor(len(levels)) * (g @ J_squared @ g)


def kubo_matrices(levels, U, K):
    g = gaussian(levels, width)
    D = (U * g) @ U.T
    root = (U * np.sqrt(g)) @ U.T
    S = K @ D @ K.T
    return root @ S @ root, S, D


# J acting on a Bloch wave must give the slope of the band energy.
H_clean, K_clean = lattice((9, 3, 3), np.zeros(81))
k = 2 * np.pi * 2 / 9
wave = np.exp(1j * k * np.indices((9, 3, 3))[0].ravel())


def band(kx):
    return -2 * hopping * (np.cos(kx) + 2)


assert np.allclose(H_clean @ wave, band(k) * wave)
slope = spacing * (band(k + 1e-5) - band(k - 1e-5)) / 2e-5
assert np.allclose(1j * K_clean @ wave, slope * wave, atol=1e-8)

n = int(np.prod(shape))
uniform = rng.uniform(-0.5, 0.5, size=(4, n))
levels, U, K, J2 = solve(shape, disorder * uniform[0])
sigma = conductivity(levels, J2)
A, S, D = kubo_matrices(levels, U, K)
trace = np.trace(A)
variance = off_diagonal_sum(A)
assert abs(prefactor(n) * trace / sigma - 1) < 1e-9

# Unsymmetrised product: same trace, Hermitian part sets the noise of Re X.
product = S @ D
B = (product + product.T) / 2
variance_plain = off_diagonal_sum(B)
commutator = product - product.T
assert abs(np.trace(B) / trace - 1) < 1e-9
excess = np.sum(B**2) - np.sum(A**2)
assert abs(excess - np.sum(commutator**2) / 4) < 1e-9 * np.sum(B**2)

# Sampling on the large matrix.
draws = 4000
theta = rng.uniform(0, 2 * np.pi, size=(n, draws))
c, s = np.cos(theta), np.sin(theta)
sample_phase = np.sum(c * (A @ c) + s * (A @ s), axis=0)
signs = rng.choice([-1.0, 1.0], size=(n, draws))
sample_sign = np.sum(signs * (A @ signs), axis=0)
for sample, predicted in ((sample_phase, variance), (sample_sign, 2 * variance)):
    centred = sample - sample.mean()
    error_of_variance = np.sqrt((np.mean(centred**4) - sample.var()**2) / draws)
    assert abs(sample.mean() - trace) < 5 * np.sqrt(predicted / draws)
    assert abs(sample.var(ddof=1) - predicted) < 5 * error_of_variance
relative = np.sqrt(variance) / trace
vectors_needed = int(np.ceil((relative / 0.01)**2))

# Relative one-vector error against cell size, averaged over disorder samples.
scaling = []
for small_shape, samples in (((7, 6, 5), 4), ((9, 8, 7), 2)):
    m = int(np.prod(small_shape))
    errors = []
    for _ in range(samples):
        lev, vec, cur, _unused = solve(small_shape, disorder * rng.uniform(-0.5, 0.5, m))
        small_A = kubo_matrices(lev, vec, cur)[0]
        errors.append(np.sqrt(off_diagonal_sum(small_A)) / np.trace(small_A))
    scaling.append((m, np.mean(errors)))
scaling.append((n, relative))
scaled = [err * np.sqrt(m) for m, err in scaling]
assert max(scaled) / min(scaled) < 1.35   # finite cells and few disorder samples

# Other disorder samples.
sigmas = [sigma]
for u in uniform[1:]:
    lev, _, _, j2 = solve(shape, disorder * u)
    sigmas.append(conductivity(lev, j2))
sigmas = np.array(sigmas)

# Independent Boltzmann estimate: clean band, golden-rule scattering rate.
grid = 2 * np.pi * (np.arange(60) + 0.5) / 60
kx, ky, kz = np.meshgrid(grid, grid, grid, indexing="ij")
weight = gaussian(-2 * hopping * (np.cos(kx) + np.cos(ky) + np.cos(kz)), width)
dos = weight.mean()
rate = 2 * np.pi * disorder**2 / 12 * dos
J2_fermi = np.mean((2 * hopping * spacing * np.sin(kx))**2 * weight)
sigma_boltzmann = 2 * e2_over_hbar * J2_fermi / (spacing**3 * rate) * 1e9
assert abs(sigmas.mean() / sigma_boltzmann - 1) < 0.3   # strong disorder, finite cell

# Neglected effects, all on the first disorder sample.
lev, _, _, j2 = solve(shape, disorder * uniform[0], open_z=True)
sigma_film = conductivity(lev, j2)
energies = np.linspace(-12 * kT, 12 * kT, 97)
thermal = 1 / (4 * kT * np.cosh(energies / (2 * kT))**2)
thermal /= thermal.sum()
sigma_thermal = sum(w * conductivity(levels, J2, e) for w, e in zip(thermal, energies))
disorder_phonon = np.sqrt(disorder**2 + 12 * coupling * kT / dos)
lev, _, _, j2 = solve(shape, disorder_phonon * uniform[0])
sigma_phonon = conductivity(lev, j2)
sigma_narrow = conductivity(levels, J2, s=width / 2)


def change(value):
    return 100 * (value / sigma - 1)


print("HAND EXAMPLE (dimensionless)")
print(f"trace = {np.trace(hand).real:.4f}")
print(f"mean over phases = {hand_phase.mean():.4f}")
print(f"variance, random phases = {hand_phase.var():.4f}")
print(f"variance, random signs = {hand_sign.var():.4f}")
print(f"variance, mean of two phase vectors = {hand_pair.var():.4f}")
print(f"variance in eigenbasis = {abs(round(hand_rotated.var(), 12)):.4f}")
print("DISORDERED METAL: INPUTS")
print(f"sites = {shape[0]} x {shape[1]} x {shape[2]} = {n}")
print(f"lattice spacing = {spacing:.3f} nm")
print(f"hopping = {hopping:.2f} eV")
print(f"disorder full width = {disorder:.2f} eV")
print(f"Gaussian energy width = {width:.3f} eV")
print(f"cell thickness along z = {shape[2] * spacing:.2f} nm")
print("KUBO TRACE AND ITS NOISE")
print(f"trace = {trace:.5f} nm^2")
print(f"conversion factor = {prefactor(n):.5e} S/m per nm^2")
print(f"conductivity = {sigma:.4e} S/m")
print(f"resistivity = {1e8 / sigma:.2f} microohm cm")
print(f"off-diagonal sum = {variance:.6f} nm^4")
print(f"sampled variance, phases = {sample_phase.var(ddof=1):.6f} nm^4")
print(f"sampled variance, signs = {sample_sign.var(ddof=1):.6f} nm^4")
print(f"number of sampled vectors = {draws}")
print(f"sampled mean, phases = {sample_phase.mean():.5f} nm^2")
print(f"one-vector standard deviation = {np.sqrt(variance):.5f} nm^2")
print(f"one-vector conductivity error = {prefactor(n) * np.sqrt(variance):.4e} S/m")
print(f"one-vector relative error = {100 * relative:.2f} %")
print(f"phase vectors for 1 % error = {vectors_needed}")
print(f"variance, unsymmetrised product = {variance_plain:.6f} nm^4")
print(f"variance ratio plain/symmetrised = {variance_plain / variance:.4f}")
print(f"Tr A^2 = {np.sum(A**2):.6f} nm^4")
print(f"Tr B^2 = {np.sum(B**2):.6f} nm^4")
for (m, err), product_value in zip(scaling, scaled):
    print(f"N = {m}: relative error = {100 * err:.2f} %, times sqrt(N) = {product_value:.3f}")
print("CHECK AND NEGLECTED EFFECTS")
print(f"mean conductivity, 4 samples = {sigmas.mean():.4e} S/m")
print(f"sample standard deviation = {100 * sigmas.std(ddof=1) / sigmas.mean():.2f} %")
print(f"Boltzmann conductivity = {sigma_boltzmann:.4e} S/m")
print(f"density of states = {dos:.4f} per eV, site and spin")
print(f"golden-rule scattering rate hbar/tau = {rate:.4f} eV")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"rough phonon coupling = {coupling:.2f}")
print(f"disorder width with phonons = {disorder_phonon:.4f} eV")
print(f"change, free surfaces along z = {change(sigma_film):.2f} %")
print(f"change, thermal averaging = {change(sigma_thermal):.2f} %")
print(f"change, phonons as disorder = {change(sigma_phonon):.2f} %")
print(f"change, half energy width = {change(sigma_narrow):.2f} %")
print("tests ok")
```

Output:

```
HAND EXAMPLE (dimensionless)
trace = 6.0000
mean over phases = 6.0000
variance, random phases = 12.5000
variance, random signs = 5.0000
variance, mean of two phase vectors = 6.2500
variance in eigenbasis = 0.0000
DISORDERED METAL: INPUTS
sites = 11 x 10 x 9 = 990
lattice spacing = 0.250 nm
hopping = 1.00 eV
disorder full width = 3.00 eV
Gaussian energy width = 0.100 eV
cell thickness along z = 2.25 nm
KUBO TRACE AND ITS NOISE
trace = 7.49713 nm^2
conversion factor = 9.88711e+04 S/m per nm^2
conductivity = 7.4125e+05 S/m
resistivity = 134.91 microohm cm
off-diagonal sum = 2.446124 nm^4
sampled variance, phases = 2.381322 nm^4
sampled variance, signs = 4.579303 nm^4
number of sampled vectors = 4000
sampled mean, phases = 7.45127 nm^2
one-vector standard deviation = 1.56401 nm^2
one-vector conductivity error = 1.5464e+05 S/m
one-vector relative error = 20.86 %
phase vectors for 1 % error = 436
variance, unsymmetrised product = 5.427982 nm^4
variance ratio plain/symmetrised = 2.2190
Tr A^2 = 2.509311 nm^4
Tr B^2 = 5.496706 nm^4
N = 210: relative error = 43.07 %, times sqrt(N) = 6.242
N = 504: relative error = 26.80 %, times sqrt(N) = 6.016
N = 990: relative error = 20.86 %, times sqrt(N) = 6.564
CHECK AND NEGLECTED EFFECTS
mean conductivity, 4 samples = 7.1606e+05 S/m
sample standard deviation = 4.23 %
Boltzmann conductivity = 9.6634e+05 S/m
density of states = 0.1424 per eV, site and spin
golden-rule scattering rate hbar/tau = 0.6712 eV
temperature = 378 K, kT = 0.03257 eV
rough phonon coupling = 0.50
disorder width with phonons = 3.2206 eV
change, free surfaces along z = 37.62 %
change, thermal averaging = 2.64 %
change, phonons as disorder = -7.22 %
change, half energy width = -4.90 %
tests ok
```
